# Weighted histogram equations for a double well, with overlap and correlation errors

## Joining biased histograms

A simulation of an activated reaction spends nearly all its time in the wells. In the example below, a slab at the top of the barrier holds $8.3\times10^{-6}$ of the population of an equal slab at the reactant minimum. A run of $10^4$ steps would be expected to visit it less than once. Umbrella sampling adds bias potentials that hold the system in successive windows along the reaction coordinate. Each window then gives a free energy with its own unknown additive constant, so the pieces cannot simply be laid side by side. Two further faults can survive the joining. Windows that barely overlap still give a finite answer, which may be wrong, and positively correlated samples counted as independent give error bars that are too small.

### A free energy known in advance

Let $x$ be the reaction coordinate, $y$ a transverse coordinate, and $\beta=1/kT$. The sampling is classical. The formulas hold in atomic units; numbers are in eV and Å. Take

$$U(x,y)=U_0(x)+\tfrac12\kappa(x)y^2,\qquad \kappa(x)=\kappa_0e^{-sx/a},$$

$$U_0(x)=E_w\left[(x/a)^2-1\right]^2+\frac{E_t x}{2a}.$$

The probability density of $x$ is the Gaussian integral over $y$,

$$p(x)\propto e^{-\beta U_0(x)}\int e^{-\beta\kappa(x)y^2/2}\,dy=e^{-\beta U_0(x)}\sqrt{\frac{2\pi}{\beta\kappa(x)}} .$$

Taking $F=-kT\ln p$ and dropping constants gives

$$F(x)=U_0(x)+\frac{kT}{2}\ln\frac{\kappa(x)}{\kappa_0}=U_0(x)-\frac{kT\,s\,x}{2a}.$$

The transverse mode softens towards positive $x$, and the larger room in $y$ lowers the free energy there. The target is therefore not the bare potential.

The parameters are $E_w=0.9$ eV, $a=1.3$ Å, $E_t=-0.6$ eV, $s=1.5$, $\kappa_0=2$ eV/Å$^2$ and $kT=0.04938$ eV (573 K). Between $x=-a$ and $x=a$ the free energy changes by $E_t-kTs=-0.6-0.074=-0.674$ eV. The minima lie slightly off $\pm a$, and the difference between them is $-0.673$ eV. The barrier from the reactant minimum is 0.587 eV.

### The histogram equations

Window $i$ has the bias $w_i(x)=K(x-x_i)^2/2$. Because $w_i$ does not depend on $y$, it multiplies the marginal density by $e^{-\beta w_i(x)}$. For narrow bins with centres $x_l$, the probability of bin $l$ in window $i$ is

$$p_{il}=f_ic_{il}p_l,\qquad c_{il}=e^{-\beta w_i(x_l)},\qquad \frac1{f_i}=\sum_l c_{il}p_l .$$

Let $n_{il}$ be the counts, $N_i=\sum_l n_{il}$ and $M_l=\sum_i n_{il}$. For independent samples the log-likelihood is $\sum_{il}n_{il}\ln p_{il}$. With $u_l=\ln p_l$, and without the constant $\sum_{il} n_{il}\ln c_{il}$, it is

$$\ln L=\sum_l M_lu_l-\sum_iN_i\ln\sum_lc_{il}e^{u_l}.$$

Its derivative with respect to $u_l$ is $M_l-\sum_iN_if_ic_{il}p_l$. Setting this to zero gives the weighted histogram equations:

$$p_l=\frac{M_l}{D_l},\qquad D_l=\sum_iN_if_ic_{il},\qquad \frac1{f_i}=\sum_lc_{il}p_l .$$

For a single window they reduce to $p_l\propto M_l/c_{1l}$, which is ordinary reweighting. A bin without counts gets $p_l=0$ and is left out.

The solution is unique up to a common factor in $p_l$, fixed by $\sum_lp_l=1$. For any change $v_l$ of $u_l$, the second derivative of $-\ln L$ is $\sum_iN_i\,\mathrm{var}_i(v)$, where the variance is taken over the bins with weights $p_{il}$. A harmonic bias leaves every $c_{il}$ positive, so this sum vanishes only when $v$ is constant. A maximum exists because, far along any non-constant direction $v$, the slope of $\ln L$ tends to $\sum_lM_lv_l-\sum_iN_i\max_lv_l$. Since $\sum_l M_l=\sum_iN_i$ and every retained $M_l$ is positive, this slope is negative. Overlap is thus not needed for a unique answer. It is needed for an accurate one.

For correlated samples the expected count is still $N_ip_{il}$, so the same equations remain consistent. If the windows differ in statistical inefficiency $g_i$, defined below, one may replace $n_{il}$ and $N_i$ by $n_{il}/g_i$ and $N_i/g_i$. This treats $N_i$ correlated samples as $N_i/g_i$ independent ones.

### Solving them

There are fewer windows than bins, so it is convenient to solve for $\phi_i=\ln f_i$. Consider

$$A(\phi)=\sum_lM_l\ln D_l-\sum_iN_i\phi_i .$$

Since $\partial D_l/\partial\phi_i=N_if_ic_{il}$,

$$\frac{\partial A}{\partial\phi_i}=N_i\left(f_i\sum_l\frac{c_{il}M_l}{D_l}-1\right),$$

which vanishes at the solution. With the shares $s_{il}=N_if_ic_{il}/D_l$, a second differentiation gives

$$H_{ij}=\sum_lM_l\left(s_{il}\delta_{ij}-s_{il}s_{jl}\right).$$

For each $l$ the shares are positive and sum to one, so the bracket is the covariance matrix of a one-draw multinomial. Hence $A$ is convex. A common shift of all $\phi_i$ leaves $A$ unchanged, because $\sum_lM_l=\sum_iN_i$; one $\phi_i$ is therefore held fixed. The algorithm is:

1. Form the histograms and the factors $c_{il}$.
2. Find starting values from the window means. Because $\partial c_{il}/\partial x_i=\beta K(x_l-x_i)c_{il}$, differentiating $\phi_i=-\ln\sum_lc_{il}p_l$ gives $d\phi_i/dx_i=\beta K(x_i-\langle x\rangle_i)$. Integrate this with the trapezoidal rule.
3. Solve $H\delta=-\nabla A$ and halve the step until $A$ does not rise, within rounding.
4. Repeat until the gradient is negligible relative to $N_i$, then evaluate $p_l=M_l/D_l$.

### What overlap controls

The equations can also be iterated directly:

$$\phi_i'=-\ln\sum_l\frac{c_{il}M_l}{D_l}.$$

Differentiate with respect to $\phi_j$. The two minus signs, from the logarithm and from $1/D_l$, cancel. At the solution the reciprocal of the sum is $f_i$, so

$$O_{ij}=\frac{\partial\phi_i'}{\partial\phi_j}=\sum_lM_l\frac{f_ic_{il}\,N_jf_jc_{jl}}{D_l^2}.$$

Each row sums to one, because $\sum_jN_jf_jc_{jl}=D_l$ leaves $f_i\sum_lc_{il}M_l/D_l=1$. The corresponding eigenvalue 1 belongs to the common shift. The next eigenvalue, $\lambda_2$, is the factor by which the remaining error finally shrinks per iteration. Comparing definitions at the solution also gives $H_{ij}=N_i(\delta_{ij}-O_{ij})$. A $\lambda_2$ close to one therefore means a direction in which the curvature of $A$ is small for the number of samples: each sample adds little to what is known of the relative free energies of groups of windows.

For 21 windows the pooled data give $\lambda_2=0.993658$, and the measured contraction factor agrees to all printed digits. Reducing an error by $10^{-5}$ should take about $\ln(10^5)/(-\ln\lambda_2)=1810$ iterations; 1808 were needed. A value so near one does not by itself condemn the data, as the errors below show. It should be read together with the overlap of neighbours, $\sum_l\min(p_{il},p_{i+1,l})$.

A local harmonic estimate shows what sets that overlap. Where $F$ has curvature $F''$, a window has variance $kT/(K+F'')$. Moving its centre by $\Delta$ moves its mean by $K\Delta/(K+F'')$. The separation in standard deviations is therefore

$$d=\frac{K\Delta}{\sqrt{kT(K+F'')}},$$

and two equal Gaussians at this separation have overlap $\mathrm{erfc}(d/2\sqrt2)$. The estimate requires $K+F''>0$. It is most demanding at the barrier, where $F''$ is negative. At $x=0$, $F''=-4E_w/a^2=-2.13$ eV/Å$^2$. With $K=6$ eV/Å$^2$ and $\Delta=0.16$ Å, $d=2.2$ and the overlap is 0.27; the smallest value from the full window distributions is 0.276. For $\Delta=0.32$ Å the estimate is 0.028 against 0.032. For $\Delta=0.80$ Å it gives $4\times10^{-8}$ against $9\times10^{-7}$: a single curvature no longer serves, since $F''$ rises from $-2.13$ eV/Å$^2$ at $x=0$ to $+0.29$ eV/Å$^2$ at the neighbouring centres $x=\pm0.80$ Å.

### Error from finite bins

Over a bin of width $h$, a smooth function $q$ has the average $q(x_l)+h^2q''(x_l)/24$ to leading order. Apply this to $c_ip$ and to $p$, and divide. The effective bias factor of the bin is

$$\bar c_{il}=c_{il}\left[1+\frac{h^2}{24}\left(\frac{c_i''}{c_i}+\frac{2c_i'p'}{c_ip}\right)\right],$$

because the term $p''/p$ cancels. Using the centre value $c_{il}$ thus makes an error of order $h^2$, which more sampling does not remove. To isolate it, exact window probabilities were put in place of counts. Over $|x|\le1.5$ Å, after removal of the mean offset, the largest deviation from the exact bin free energies was 0.00038 eV for $h=0.02$ Å and 0.00151 eV for $h=0.04$ Å. The ratio 3.9 is close to the expected 4.

### Error from correlated samples

Let $\delta u$ be the error of the estimated $u$. The equations state that $\sum_i(n_{il}-N_ip_{il})=0$ at the estimate. Since $\partial p_{il}/\partial u_m=p_{il}\delta_{lm}-p_{il}p_{im}$, expansion about the true $u$ gives, to first order,

$$\sum_i(n_{il}-N_ip_{il})=\sum_mJ_{lm}\delta u_m,\qquad J_{lm}=M_l\delta_{lm}-\sum_iN_ip_{il}p_{im}.$$

Here $\sum_iN_ip_{il}$ has been replaced by $M_l$, its value at the solution.

The result of interest is the barrier between two equal slabs, $R$ at the reactant minimum and $\ddagger$ at the top:

$$q=-kT\ln\frac{P_\ddagger}{P_R},\qquad P_S=\sum_{l\in S}p_l .$$

Its gradient $e_l=\partial q/\partial u_l$ is $-kT\,p_l/P_\ddagger$ in the top slab, $+kT\,p_l/P_R$ in the reactant slab and zero elsewhere. These entries sum to zero. Constant vectors are the null space of $J$, so $Ja=e$ can be solved, with $\sum_la_l=0$ fixing the free constant. Since $J$ is symmetric,

$$\delta q=\sum_le_l\delta u_l=\sum_{lm}a_lJ_{lm}\delta u_m=\sum_i\sum_{t=1}^{N_i}\left(a_{l_i(t)}-\langle a\rangle_i\right),$$

where $l_i(t)$ is the bin occupied at step $t$ in window $i$. The barrier error has become a sum over ordinary time series.

For a stationary series with variance $\sigma^2$ and normalised autocorrelation $\rho(t)$, collecting pairs of steps by their separation gives

$$\mathrm{var}\sum_{t=1}^{N}a_{l(t)}=N\sigma^2\left[1+2\sum_{t=1}^{N-1}\left(1-\frac tN\right)\rho(t)\right]\approx N\sigma^2g,$$

with $g=1+2\sum_{t\ge1}\rho(t)$, provided that $N$ greatly exceeds the correlation time. The windows are independent, so

$$\mathrm{var}\,q=\sum_iN_i\,\mathrm{var}_i(a)\,g_i .$$

Setting every $g_i=1$ gives the naive variance $\sum_{lm}a_lJ_{lm}a_m=\sum_la_le_l$. In practice the sum for $g$ must be cut off before noise dominates; here it stops at the first lag that is at least five times the running value of $g$.

### The worked example

Twenty-one windows, 0.16 Å apart from $-1.6$ to $1.6$ Å, were sampled by Metropolis moves in $x$ and $y$. Each received $10^4$ steps after 1000 discarded ones. The whole set was repeated in 64 independent runs, whose scatter gives the error without any theory of correlation.

The slabs are $w=0.2$ Å wide, centred at $-1.24$ and $-0.12$ Å. Their known barrier is 0.578 eV, slightly below the point value of 0.587 eV. Averaging over a slab raises $F$ at the minimum and lowers it at the top, so the barrier falls by about $(w^2/24)(F''_R-F''_\ddagger)$. With curvatures 3.63 and $-2.07$ eV/Å$^2$ from $U_0''$ this is 0.0095 eV, which accounts for the difference.

One run gives $0.579\pm0.007$ eV, with the error bar taken from its own time series. Pooling all runs gives $0.5781\pm0.0009$ eV, or 55.8 kJ/mol, against the known 0.5777 eV. Weighting the pooled windows by $1/g_i$ changes the barrier by 0.0001 eV.

The scatter of single runs is 0.0066 eV. With 64 runs this figure is itself uncertain by about $1/\sqrt{2\times63}=9\%$. The correlated formula predicts 0.0072 eV, in agreement; the naive one predicts 0.0023 eV, about a third of the scatter. The ratio of the two predicted variances is $(0.0072/0.0023)^2\approx10$, so about ten steps are worth one independent sample for this barrier. The inefficiency of $x$ itself lies between 5 and 12 steps in the different windows. These values belong to the chosen moves, not to physical time.

Now remove windows, keeping $K$ and the number of steps per window fixed. With 11 windows the root-mean-square error about the known barrier rises from 0.0066 to 0.0116 eV. The loss of samples alone would give $0.0066\sqrt{21/11}=0.0091$ eV. With five windows it reaches 0.111 eV, where sample loss alone would give 0.013 eV, and $1-\lambda_2$, evaluated with exact window probabilities, has fallen from $6\times10^{-3}$ to $5\times10^{-7}$. A run of $10^4$ steps is not expected to reach tails that carry an overlap of $10^{-6}$. Its windows at $-0.8$ and $0$ Å then share no bin, and its own $1-\lambda_2$ is smaller still, typically of order $10^{-9}$. The scatter, 0.097 eV, is smaller than the root-mean-square error, so the mean of these 64 runs is off by about $\sqrt{0.111^2-0.097^2}\approx0.05$ eV, with a standard error of $0.097/\sqrt{64}\approx0.012$ eV. The barrier is a nonlinear function of the counts, so averaging the answers of many such runs need not remove the error. One set of runs gives only a rough value for the offset that would remain. The first-order error formula has no claim to validity here, since its expansion assumes small $\delta u$.

Good overlap in $x$ does not prove equilibrium in other coordinates. If a slow transverse coordinate never leaves one of its wells, the recorded series contains no sign of the other, and neither $\lambda_2$ nor $g$ can reveal it. In this model $y$ has a single well for each $x$.

### Relation to a surface reaction

The model can be read as a simplified picture of hydrogen transfer from a surface hydroxyl to a methyl ligand of trimethylaluminium during atomic layer deposition, with $x=r(\mathrm{OH})-r(\mathrm{CH})$. Its parameters are round values, not fitted to that reaction, so its barrier and reaction free energy are not predictions for it. One doubtful assumption is classical hydrogen; the model can only illustrate how large its effect might be. For free atoms on a line, the mass belonging to $x$ follows from $1/\mu=4/m_\mathrm H+1/m_\mathrm C+1/m_\mathrm O$, which gives 0.243 atomic mass units. This is the mass for hydrogen moving between almost fixed heavy atoms. In the real reaction much of the approach from the reactant well is heavy-atom motion at fixed O–H length, for which a rigid OH moving against C has about 7 atomic mass units. With the light mass over the whole range, quantum thermal populations on the same profile lower the slab barrier by 0.22 eV, more than a third of its value. This is a shift of position probability, not a rate correction. About 86% of the quantum density in the top slab comes from the tails of states localised in the deeper product well; without them the shift is 0.13 eV. It also depends strongly on the mass, falling to 0.04 eV at 1 and to 0.005 eV at 7 atomic mass units. A separate rough estimate addresses the O–H stretch, for which the quartic well is too soft. A stretch quantum of about 0.45 eV raises the reactant by 0.12 eV relative to classical motion, and so lowers the barrier by as much if the mode is wholly lost at the top and no new mode replaces it. The two estimates overlap and must not be added. By comparison, cooling to 423 K raises the classical slab barrier by 0.008 eV. The sampling error of 0.001 eV thus measures how well the classical model has been solved, not how well it describes the reaction. Selected points of the profile and the remaining values are in the numerical output.

## Computed values

```
temperature 573 K, kT 0.04938 eV
quartic energy 0.9 eV, position 1.3 A, tilt -0.6 eV
transverse stiffness at x=0 2.0 eV/A^2, softening 1.5
bias stiffness 6.0 eV/A^2, bin width 0.02 A
runs 64, steps per window 10000, discarded 1000
move acceptance 0.537
reactant, top, product at -1.234, -0.123, 1.357 A
known point barrier 0.5871 eV
known point reaction free energy -0.6733 eV
slab centres -1.24, -0.12 A, width 0.2 A
known slab barrier 0.5777 eV
unbiased top/reactant slab population 8.30e-06
one run: slab barrier 0.5794 eV
one run: its own correlated error 0.0071 eV
all runs pooled: slab barrier 0.5781 eV
pooled barrier 55.8 kJ/mol
pooled: correlated error 0.0009 eV
pooled with 1/g weights: barrier 0.5780 eV
scatter of single runs 0.0066 eV
predicted single-run error, correlated 0.0072 eV
predicted single-run error, naive 0.0023 eV
g of x over windows: min 5.0, max 12.1 steps
largest pooled profile error, |x|<=1.5 A: 0.0024 eV
binning error at 0.02 A: 0.000383 eV
binning error at 0.04 A: 0.001508 eV
pooled lambda2 0.993658, measured iteration factor 0.993658
direct iterations for 1e-5 reduction: 1808
spacing(A) windows min-overlap lambda2 scatter(eV) rms-error(eV)
0.16 21 2.76e-01 0.9936570 0.0066 0.0066
0.32 11 3.21e-02 0.9966799 0.0116 0.0116
0.80 5 9.32e-07 0.9999995 0.0968 0.1114
rms expected at widest spacing from sample loss alone 0.0134 eV
x(A) F known, one run, pooled (eV, zero at reactant slab mean)
-1.49 0.1398 0.1375 0.1403
-1.23 -0.0058 -0.0047 -0.0057
-0.79 0.2280 0.2284 0.2286
-0.39 0.5117 0.5115 0.5111
-0.11 0.5810 0.5816 0.5812
0.41 0.2886 0.2969 0.2913
0.81 -0.2083 -0.2071 -0.2060
1.31 -0.6740 -0.6717 -0.6725
1.51 -0.6165 -0.6179 -0.6147
transfer mass 0.2431 amu
quantum shift of slab barrier on model profile -0.2237 eV
rough O-H stretch quantum 0.45 eV: reactant raised 0.1159 eV
Boltzmann factor of that stretch shift 10.5
known slab barrier at 423 K 0.5861 eV
```
